# Valley repopulation and the piezoresistance of n-type silicon

## Problem

The conduction band of silicon has six equivalent minima, or valleys, two on each cube axis. Stress along a cube axis moves their energies apart, and electrons flow from the raised valleys to the lowered ones. An electron moves more easily across the axis of its valley than along it, so this repopulation changes the resistivity.

Take tension as positive. For stress $X_{ij}$ referred to the cube axes, the piezoresistance coefficients are defined by

$$\frac{\Delta\rho_{xx}}{\rho}=\pi_{11}X_{xx}+\pi_{12}(X_{yy}+X_{zz}),\qquad \frac{\Delta\rho_{xy}}{\rho}=\pi_{44}X_{xy},$$

and by the same expressions with the axes permuted. These are changes of resistivity; the change in shape of a resistor is not included.

**(a)** Assume that the electron density is fixed and that stress changes neither the shape nor the mobilities of any valley. Show that, to first order in stress, $\pi_{11}=-2\pi_{12}$ and $\pi_{44}=0$. Find $\pi_{11}$ itself.

**(b)** Measured values are $\pi_{11}=-102.2$, $\pi_{12}=53.4$ and $\pi_{44}=-13.6$ per 100 GPa. How well do they obey the two relations? What do the departures mean for current along [110] and [111]?

**(c)** Estimate $\pi_{11}$ at 300 K for $10^{15}$ electrons per cm³, and the resistivity change under 100 MPa of tension along [100]. Use these rough values for silicon:

- elastic constants $C_{11}=166$, $C_{12}=64$, $C_{44}=80$ GPa;
- deformation potential $\Xi_u=9.0$ eV;
- masses $m_l=0.92$ along the valley axis and $m_t=0.19$ across it, in free-electron masses.

Does the result support repopulation as the whole mechanism?

## Hints

1. Treat the two valleys on one axis as a single group. Its energy shift is $E_a=\Xi_d\,\mathrm{tr}\,\varepsilon+\Xi_u\varepsilon_{aa}$, where $a=x,y,z$ and $\varepsilon$ is the strain tensor.
2. At fixed density the Fermi level must move. Find by how much before calculating the populations.
3. Add the conductivities of the groups, not their resistivities.
4. For (b), look for the combination of coefficients that describes equal tension on all three axes.
5. For (c), ask whether a ratio of coefficients can reveal the size of the effect.

## Solution

### (a) The repopulation tensor

**Populations.** Let $N(\mu_F-E_a)$ be the electron density in group $a$, where $\mu_F$ is the Fermi level. Without stress each group holds $n/3$. To first order,

$$\delta n_a=N'\,(\delta\mu_F-E_a).$$

The total density is fixed, so $\sum_a\delta n_a=0$. This gives $\delta\mu_F=\bar E$, the mean of the three shifts. Since $n=3N$ without stress, $N'=(n/3)\,\partial\ln n/\partial\mu_F$, and therefore

$$\delta n_a=-\frac n3\,\frac{\partial\ln n}{\partial\mu_F}\,(E_a-\bar E).$$

The term $\Xi_d\,\mathrm{tr}\,\varepsilon$ is common to all groups and cancels. The mean of $\varepsilon_{aa}$ is $\mathrm{tr}\,\varepsilon/3$, so

$$E_a-\bar E=\Xi_u\left(\varepsilon_{aa}-\tfrac13\mathrm{tr}\,\varepsilon\right).$$

**Conductivity.** Let $\mu_l$ and $\mu_t$ be the mobilities along and across a valley axis. For current along $x$, the $x$ group contributes with $\mu_l$ and the other two with $\mu_t$:

$$\sigma_{xx}=e\left[n_x\mu_l+(n_y+n_z)\mu_t\right].$$

Because $\delta n_y+\delta n_z=-\delta n_x$,

$$\delta\sigma_{xx}=e(\mu_l-\mu_t)\,\delta n_x .$$

The unstressed conductivity is $\sigma=en(\mu_l+2\mu_t)/3$. The conductivity tensor stays diagonal under stress along a cube axis, so $\Delta\rho_{xx}/\rho=-\delta\sigma_{xx}/\sigma$ to first order. With $K=\mu_t/\mu_l$,

$$\frac{\Delta\rho_{xx}}{\rho}=-\frac{3(\mu_l-\mu_t)}{\mu_l+2\mu_t}\frac{\delta n_x}{n}
=-\frac{K-1}{2K+1}\,\frac{\partial\ln n}{\partial\mu_F}\,(E_x-\bar E).$$

The signs combine as follows: $\mu_l-\mu_t$ is negative, $\delta n_x$ has the sign opposite to $E_x-\bar E$, and inversion supplies one more minus sign.

**Stress along $x$.** With elastic compliances $S_{11}$ and $S_{12}$, the strains are $\varepsilon_{xx}=S_{11}X$ and $\varepsilon_{yy}=\varepsilon_{zz}=S_{12}X$. Their sum is $(S_{11}+2S_{12})X$. Subtracting one third of it gives

$$\varepsilon_{xx}-\tfrac13\mathrm{tr}\,\varepsilon=\tfrac23(S_{11}-S_{12})X,\qquad
\varepsilon_{yy}-\tfrac13\mathrm{tr}\,\varepsilon=-\tfrac13(S_{11}-S_{12})X .$$

The first expression determines $\Delta\rho_{xx}$ and hence $\pi_{11}$:

$$\boxed{\pi_{11}=-\frac23\,\Xi_u(S_{11}-S_{12})\,\frac{K-1}{2K+1}\,\frac{\partial\ln n}{\partial\mu_F}}$$

The second determines $\Delta\rho_{yy}$, which has the same prefactor with $E_y$ in place of $E_x$. It is $-\tfrac12$ times the first, so $\pi_{12}=-\pi_{11}/2$, or $\pi_{11}=-2\pi_{12}$.

**Shear.** A stress $X_{xy}$ produces only the strain $\varepsilon_{xy}$. All the $\varepsilon_{aa}$ vanish, so no group shifts and no electrons move. Each group's conductivity tensor is diagonal in the cube axes and stays so. Hence $\sigma_{xy}=0$ and $\pi_{44}=0$.

**Meaning and limits.** The first relation can also be read from the sum of the diagonal conductivities:

$$\sigma_{xx}+\sigma_{yy}+\sigma_{zz}=en(\mu_l+2\mu_t).$$

Each electron contributes $\mu_l$ once and $\mu_t$ twice, whichever valley it occupies. Within this model the sum is therefore conserved at any stress: what one direction gains, the others lose.

If $K=1$ the valleys conduct equally in all directions and the effect vanishes. For $K>1$, as in silicon, the mobility factor stays below $\tfrac12$, its limit as $K\to\infty$. This bounds the effect for given $\Xi_u$, compliances and temperature. For a nondegenerate gas $N\propto e^{\mu_F/k_BT}$, so $\partial\ln n/\partial\mu_F=1/k_BT$ and the coefficient falls as $1/T$. In a degenerate gas the derivative is smaller than $1/k_BT$, but the two relations survive. Fixed valley mobilities then require a scattering time independent of energy. Otherwise the size of $\pi_{11}$ departs from the formula and the sum is no longer conserved at large stress, although the first-order relations still hold.

### (b) The measured values

**First relation.** Repopulation requires $\pi_{11}=-2\pi_{12}=-106.8$ per 100 GPa, and the measured value is $-102.2$. Equal tension $X$ on all three axes gives $\Delta\rho_{xx}/\rho=(\pi_{11}+2\pi_{12})X$, with

$$\pi_{11}+2\pi_{12}=-102.2+106.8=4.6\ \text{per 100 GPa}.$$

This is 4.5 % of $|\pi_{11}|$. The experimental errors are not given, but one can ask how large they would have to be to explain it. If both coefficients may be wrong by the same percentage in the least favourable directions, the sum can be removed by an error of $4.6/(102.2+106.8)=2.2$ %. Without knowing the actual errors, one cannot call the departure significant.

Part of it is expected. A crystal under tension expands, so a fixed number of electrons gives a smaller density. This adds $\mathrm{tr}\,\varepsilon$ to $\Delta\rho/\rho$, hence $S_{11}+2S_{12}=0.34$ per 100 GPa to both $\pi_{11}$ and $\pi_{12}$, using the compliances found in (c). The sum $\pi_{11}+2\pi_{12}$ gains three times as much, 1.02 per 100 GPa. The model leaves the rest unexplained.

**Nearest repopulation tensor.** Let a pure repopulation tensor have coefficients $t$ and $-t/2$. The $3\times3$ block that links normal stresses to diagonal resistivities contains $\pi_{11}$ three times and $\pi_{12}$ six times. The squared misfit is therefore

$$3(\pi_{11}-t)^2+6\left(\pi_{12}+\tfrac t2\right)^2 .$$

Setting its derivative to zero gives $-6(\pi_{11}-t)+6(\pi_{12}+t/2)=0$, so

$$t=\tfrac23(\pi_{11}-\pi_{12})=\tfrac23(-155.6)=-103.7\ \text{per 100 GPa}.$$

The fitted $\pi_{12}$ is 51.9 per 100 GPa. Both measured coefficients exceed the fit by 1.5 per 100 GPa, an equal shift, which describes an isotropic response to the sum of the normal stresses.

**Second relation.** The measured $\pi_{44}$ is 13.3 % of $\pi_{11}$, whereas repopulation predicts zero. Removing it needs an error in $\pi_{44}$ as large as its whole value. If $\pi_{44}$ is obtained as a difference of the larger [110] coefficients found below, this is less extreme than it sounds: a common error in the least favourable directions of 6 % suffices for $2\pi_\parallel-\pi_{11}-\pi_{12}$, and of 28 % for $\pi_\parallel-\pi_\perp$. Both exceed the 2.2 % found above. Unless the errors are that large, the second relation fails and another mechanism is present.

**Consequences for direction.** For tension $X$ along [110], $X_{xx}=X_{yy}=X_{xy}=X/2$. The definitions give

$$\frac{\Delta\rho_{xx}}{\rho}=\frac{\Delta\rho_{yy}}{\rho}=\frac{\pi_{11}+\pi_{12}}2X,\qquad \frac{\Delta\rho_{xy}}{\rho}=\frac{\pi_{44}}2X .$$

Projecting this tensor on $(1,\pm1,0)/\sqrt2$ gives the coefficients for current parallel and perpendicular to the stress in the (001) plane:

$$\pi_\parallel=\tfrac12(\pi_{11}+\pi_{12}+\pi_{44})=-31.2,\qquad
\pi_\perp=\tfrac12(\pi_{11}+\pi_{12}-\pi_{44})=-17.6\ \text{per 100 GPa}.$$

The nearest repopulation tensor gives $-25.9$ per 100 GPa for both. A coefficient that looks like a small correction beside $\pi_{11}$ thus makes the two responses clearly different, because $\pi_{11}$ and $\pi_{12}$ partly cancel here.

For stress and current along [111], every $X_{ij}$ equals $X/3$. The projection contains three diagonal terms and six off-diagonal ones, each with weight $\tfrac13$:

$$\pi_{[111]}=\tfrac13(\pi_{11}+2\pi_{12}+2\pi_{44})=-7.5\ \text{per 100 GPa}.$$

Repopulation predicts zero, since [111] makes equal angles with all the valley axes. This direction isolates what repopulation leaves out.

### (c) The size of the effect

**Coefficient.** Inverting the cubic elastic matrix gives

$$S_{11}=\frac{C_{11}+C_{12}}{(C_{11}-C_{12})(C_{11}+2C_{12})},\qquad
S_{12}=\frac{-C_{12}}{(C_{11}-C_{12})(C_{11}+2C_{12})},$$

which are 0.767 and $-0.213$ per 100 GPa. Their difference is 0.980 per 100 GPa.

If the scattering time is the same in all directions, mobility is inversely proportional to mass. Then $K=m_l/m_t=4.84$ and $(K-1)/(2K+1)=0.360$. At 300 K, $k_BT=25.85$ meV, and

$$\pi_{11}=-\frac23\times\frac{9.0\ \text{eV}}{0.02585\ \text{eV}}\times0.980\times0.360\approx-82\ \text{per 100 GPa}.$$

In SI units this is about $-8.2\times10^{-10}$ Pa⁻¹. It is 79 % of the fitted $-103.7$ per 100 GPa.

**Example.** Under 100 MPa along [100], the $x$ valleys rise by 5.88 meV relative to the mean and the others fall by 2.94 meV. The linear population of the $x$ group is

$$\frac{n_x}{n}=\frac13\left(1-\frac{5.88}{25.85}\right)=0.258 .$$

The linear resistivity change is $-8.2$ %. The measured $\pi_{11}$, also used linearly, gives $-10.2$ %.

Boltzmann factors give the population beyond first order:

$$\frac{n_x}{n}=\frac{e^{-5.88/25.85}}{e^{-5.88/25.85}+2e^{2.94/25.85}}=0.262 .$$

Fewer electrons leave the $x$ valleys than the linear formula says. With $\sigma_{xx}\propto K-(K-1)n_x/n$, inversion without linearizing gives a resistivity change of $-7.1$ %. Nonlinearity thus reduces the predicted drop by about one percentage point.

**Does the size support the mechanism?** Repopulation gives the right sign and most of the magnitude. Within the formula, closing the gap would need $\Xi_u=11.4$ eV, or $K=16.5$. The large $K$ is needed because the mobility factor is approaching its ceiling of $\tfrac12$; it is far from the mass ratio. The equal scattering time in all directions is itself an assumption. Acoustic-phonon scattering alone is anisotropic and depends on $\Xi_d$: it gives $K\approx7.7$ and $\pi_{11}\approx-93$ per 100 GPa for $\Xi_d=1.1$ eV, but $K\approx3.0$ and $\pi_{11}\approx-66$ for $\Xi_d=-6$ eV. The uncertainty in $K$ is thus comparable to the gap, and the rough inputs do not exclude some error in $\Xi_u$ either. The gap suggests a further contribution but does not prove one.

**Real silicon devices.** The chosen density describes lightly doped bulk silicon. Fermi-Dirac statistics change $\pi_{11}$ by about $-0.001$ % there. For donors 45 meV deep with twofold spin degeneracy, about 0.04 % are neutral, so a fixed density is reasonable. Heavily doped regions are different: at $10^{20}$ cm⁻³, numerical integration of the Fermi-Dirac distribution reduces the coefficient to 0.46 of its nondegenerate value, if the scattering time stays constant. At 398 K the lightly doped estimate falls to $-62$ per 100 GPa. Transistor channels on a (001) surface also break the assumption of six equivalent valleys, because confinement at the surface splits them before any stress is applied. The bulk coefficients should not be carried over to such channels without a separate calculation.

## Variation 1: stress also changes the scattering

*Suppose that a share $\phi$ of the scattering rate takes electrons to valleys on other axes. Do the relations in (a) still hold?*

Write $E'_a=E_a-\bar E$. Take an energy-averaged model in which the total rate in group $a$ is

$$\frac1{\tau_a}=\frac1{\tau_0}\left[1-\phi+\frac\phi2\sum_{b\ne a}e^{(E_a-E_b)/2k_BT}\right].$$

Electrons scatter more readily out of a raised valley. The factor 2 in the exponent makes forward and backward transfers balance in equilibrium, where $n_a/n_b=e^{-(E_a-E_b)/k_BT}$. If the rate $W$ is a smooth function of $\Delta=E_a-E_b$ alone, this balance reads $W(\Delta)/W(-\Delta)=e^{\Delta/k_BT}$ and fixes the first-order slope at $1/2k_BT$. The form beyond first order and the use of an energy-averaged rate are choices of the model.

Since $\sum_aE'_a=0$, the other two shifts add to $-E'_a$, and $\sum_{b\ne a}(E_a-E_b)=2E'_a+E'_a=3E'_a$. To first order,

$$\frac{\delta\tau_a}{\tau_0}=-\frac\phi2\,\frac{3E'_a}{2k_BT}=-\frac{3\phi}4\,\frac{E'_a}{k_BT}.$$

The conductivity of a group is proportional to $n_a\tau_a$. For a nondegenerate gas the population contributes $-E'_a/k_BT$, so

$$\frac{\delta(n_a\tau_a)}{n_a\tau_a}=-\left(1+\frac{3\phi}4\right)\frac{E'_a}{k_BT}.$$

Both $\pi_{11}$ and $\pi_{12}$ are multiplied by $1+3\phi/4$. Their ratio is unchanged, and $\pi_{44}$ remains zero.

This reflects symmetry. Suppose that stress acts only through the shifts $E'_a$. The $y$ and $z$ groups are equivalent for current along $x$, so the linear response must be

$$\delta\sigma_{xx}=AE'_x+B(E'_y+E'_z)=(A-B)E'_x .$$

The three diagonal changes then add to zero, which is the first relation. The relations are therefore necessary for pure repopulation but cannot prove it.

Closing the gap in (c) by this effect alone needs $1+3\phi/4=103.7/81.8$, or $\phi=0.36$. This shows that the mechanism could be large enough in this model; it is not a measurement of $\phi$.

## Variation 2: shear changes the valley shape

*Can a change of the mass tensor under shear account for $\pi_{44}$?*

Near the zone boundary point X on the $z$ axis, two bands meet. Measure $\mathbf k$ from X, let $k_0$ be the distance to the valley minimum, and define $a=\hbar^2k_0^2/m_l$. In a two-band model the lower energy is

$$E=\frac{\hbar^2k_z^2}{2m_l}+\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}-\sqrt{\left(\frac{\hbar^2k_0k_z}{m_l}\right)^2+\delta^2},\qquad
\delta=D\varepsilon_{xy}-\frac{\hbar^2k_xk_y}M .$$

Here $D$ is a shear deformation potential, and $1/M\approx1/m_t-1/m_0$, with $m_0$ the free-electron mass.

**Energy shift.** Set $k_x=k_y=0$ and call the square root $u$. Then $\hbar^2k_z^2/2m_l=(u^2-\delta^2)/2a$, so $E=(u^2-\delta^2)/2a-u$. For $|\delta|<a$ the minimum is at $u=a$, where $E=-a/2-\delta^2/2a$. With the values used below this holds up to about 2.85 GPa of shear stress; beyond that the minimum sits at X. The valley moves by $-(D\varepsilon_{xy})^2/2a$, which is quadratic in strain and cannot contribute to $\pi_{44}$.

**Mass change.** At the minimum, $\partial\delta/\partial k_x=\partial\delta/\partial k_y=0$, so only the mixed derivative of $\delta$ contributes:

$$\frac1{\hbar^2}\frac{\partial^2E}{\partial k_x\partial k_y}=-\frac{\delta}{\hbar^2a}\left(-\frac{\hbar^2}M\right)=\frac{D\varepsilon_{xy}}{Ma}.$$

This off-diagonal inverse mass is linear in strain. In this model only the $z$ group, one third of the electrons, acquires it from $\varepsilon_{xy}$. Symmetry also allows a small tilt of the $x$ and $y$ valleys, which is neglected here. At fixed scattering time, dividing by the unstressed conductivity gives

$$\frac{\sigma_{xy}}\sigma=\frac{D\varepsilon_{xy}/(Ma)}{2/m_t+1/m_l}.$$

To first order $\Delta\rho_{xy}/\rho=-\sigma_{xy}/\sigma$. With $\varepsilon_{xy}=S_{44}X_{xy}/2$,

$$\pi_{44}=-\frac{DS_{44}}{2a}\,\frac{1/M}{2/m_t+1/m_l}.$$

Take the rough values $D=14$ eV, $k_0=0.15\,(2\pi/0.543\ \text{nm})$ and $S_{44}=1/C_{44}=1.25$ per 100 GPa. Then $a=0.250$ eV and $m_0/M=4.26$, and the formula gives $-12.9$ per 100 GPa, beside the measured $-13.6$.

The sign of $D$ is an input, and the close agreement carries no weight. The parameters are rough, and the formula uses the curvature at the band bottom. Since $k_BT/a\approx0.1$ at 300 K, the valley is not parabolic over the thermal range: a Boltzmann average over the same two bands at constant scattering time gives about $-19$ per 100 GPa at 300 K and $-13$ at 10 K. The estimate shows only that mass warping can supply a $\pi_{44}$ of the observed order of magnitude. For 100 MPa of shear, the quadratic valley shift is only $-0.15$ meV, small beside $k_BT$.
